# Oxide surface energies from slab fits: removing the bulk-reference divergence

## Definitions and conventions

A slab of $N$ atomic layers has energy $E_N$ per surface cell of area $A$. It is stoichiometric, has two equivalent faces, and is nonpolar: each layer is neutral and carries no dipole along the normal. With one formula unit per layer and cell, the slab contains $N$ formula units. Let $e_b$ be the bulk energy per formula unit. The surface energy $\gamma$ is the excess per area of one face, so for a thick slab

$$E_N = N e_b + 2A\gamma + r_N ,\qquad r_N\to 0. \tag{1}$$

Energies are in eV, lengths in nm, and $1\ \mathrm{eV/nm^2}=0.1602\ \mathrm{J/m^2}$.

The example is an ideally cleaved rocksalt (001) slab with nearest-neighbour distance $d=0.21$ nm. Its surface cell has vectors $(d,d)$ and $(d,-d)$, hence $A=2d^2=0.0882\ \mathrm{nm^2}$ and $2A=0.1764\ \mathrm{nm^2}$. The model energy has three parts:

- Coulomb energy of ions with charges $\pm Qe$, $Q=2$.
- A repulsion $\varphi(d)\propto e^{-d/\rho}$ per nearest-neighbour bond, $\rho=0.03$ nm.
- Covalent energy from cation $s$ orbitals at $+\Delta$ and anion $p$ orbitals at $-\Delta$, with $2\Delta=8$ eV and hopping $V=1$ eV, scaling as $d^{-2}$. It is measured from the ionic limit $V=0$.

## The naive scheme and its failure

The direct route computes a bulk energy $e_{\rm sep}$ in a separate run and subtracts it:

$$\gamma_N=\frac{E_N-Ne_{\rm sep}}{2A}.$$

Inserting (1) gives

$$\gamma_N=\gamma+\frac{N(e_b-e_{\rm sep})}{2A}+\frac{r_N}{2A}. \tag{2}$$

Any mismatch $e_b-e_{\rm sep}$ is multiplied by the number of layers. Thicker slabs, which should improve the answer, make it worse.

The remedy depends on what $e_b$ means when the slab is computed with finite numerical settings. If it meant the true bulk energy, a better bulk run would cure the drift. The three parts of the model show that it means something else.

## What the slope of the slab energy is

**Coulomb energy.** Let $u_0$ be the energy of one layer and $u_m$ the interaction of two layers $m$ spacings apart, per cell. A slab has $N-m$ such pairs, so

$$E_N^{C}=Nu_0+\sum_{m=1}^{N-1}(N-m)u_m .$$

Extend the sum to infinity and subtract what was added. The term $m=N$ vanishes, and

$$E_N^{C}=N\Big(u_0+\sum_{m\ge1}u_m\Big)-\sum_{m\ge1}mu_m+\sum_{m>N}(m-N)u_m .$$

The first bracket is the bulk energy, since each layer owns half of its interactions on both sides. The second term is $2A\gamma_C$, and the third belongs to $r_N$.

This needs a rapidly falling $u_m$. The reciprocal vectors of the layer are $\mathbf G=(\pi/d)(p,q)$ with $p+q$ even. With $+Q$ at the origin and $-Q$ at $(d,0)$, the charge component is $(Q/A)[1-(-1)^p]$. It is $2Q/A$ when $p$ and $q$ are odd and zero otherwise. Poisson's equation multiplies each component by $2\pi\kappa e^{-Gz}/G$, where $\kappa=e^2/4\pi\varepsilon_0$. The potential energy of a unit positive charge at height $z$ above a cation is therefore

$$\Phi(z)=\frac{2\kappa Q}{d}\sum_{p,q\ \rm odd}\frac{e^{-\pi\sqrt{p^2+q^2}\,z/d}}{\sqrt{p^2+q^2}} .$$

The ion above a cation in layer $m$ has charge $(-1)^mQ$. The other ion of the cell contributes equally, so $u_m=2(-1)^mQ\,\Phi(md)$. Its leading decay is $e^{-\sqrt2\pi m}$, a factor of about 0.012 per layer.

**Repulsion.** Each cation has four in-plane bonds, giving $4N$. Each of the $N-1$ gaps between layers is crossed by two bonds per cell. The total is $4N+2(N-1)=6N-2$, so $6\varphi$ enters the slope and $-2\varphi$ enters $2A\gamma$. Bulk equilibrium requires $6\varphi/\rho$ to equal the derivative with respect to $d$ of the Coulomb plus covalent energy, which gives $\varphi=1.2608$ eV.

**Covalent energy.** At in-plane wave vector $(k_x,k_y)$, an $s$ orbital meets $p_x$ orbitals at $\pm d$ with hoppings $\pm V$. Their phases combine to $V(e^{ik_xd}-e^{-ik_xd})=2iV\sin k_xd$, and similarly for $p_y$. With Bloch phases taken at the atomic positions, this holds in every layer. Vertical hopping to $p_z$ is $+V$ upward and $-V$ downward. The Hamiltonian and its coupling block are

$$H=\begin{pmatrix}\Delta&T\\T^\dagger&-\Delta\end{pmatrix},\qquad T=(2iV\sin k_xd\;I,\;2iV\sin k_yd\;I,\;VD),$$

where $D_{m,m\pm1}=\pm1$. In $H^2$ the off-diagonal blocks $\Delta T-T\Delta$ cancel, leaving $\Delta^2+TT^\dagger$ in the $s$ block, with

$$TT^\dagger=4V^2(\sin^2k_xd+\sin^2k_yd)I+V^2DD^{T}.$$

Multiplying the basis state of layer $m$ by $i^m$ turns $D$ into $iJ$, where $J$ has ones beside the diagonal. The eigenvectors of $J$ are $\sin m\theta_j$ with $\theta_j=\pi j/(N+1)$, because they vanish at layers $0$ and $N+1$. Its eigenvalues are $2\cos\theta_j$. Since $DD^T=-D^2$, its eigenvalues are $4\cos^2\theta_j$, and the levels are $\pm F_j$ with

$$F_j=\sqrt{\Delta^2+4V^2w_j},\qquad w_j=\sin^2k_xd+\sin^2k_yd+\cos^2\theta_j .$$

The other $2N$ levels lie at $-\Delta$. Six electrons per formula unit fill the $3N$ lower levels. With spin, their energy is $-2\sum_jF_j-4N\Delta$. Subtracting the ionic value $-6N\Delta$ leaves $-2\sum_j(F_j-\Delta)$.

As a function of $\theta$, $F$ has period $\pi$, and $\theta_0,\dots,\theta_N$ are $N+1$ equally spaced points in one period. If $F(\theta)=\sum_lc_le^{2il\theta}$, summing over these points keeps only the $l$ that are multiples of $N+1$. The term $l=0$ gives $(N+1)\bar F$, where $\bar F$ is the average over $\theta$. The others are exponentially small because $F$ is analytic for $\Delta>0$. Removing $j=0$,

$$\sum_{j=1}^{N}F_j\simeq(N+1)\bar F-F(0).$$

Averaging over the in-plane mesh, written $\langle\cdot\rangle$,

$$E_N^{\rm cov}\simeq-2N\langle\bar F-\Delta\rangle+2\langle F(0)-\bar F\rangle. \tag{3}$$

The first term answers the question. The slope contains the bulk energy on the slab's own in-plane mesh, with a continuous integral along the normal. In the bulk $\sin^2k_zd$ replaces $\cos^2\theta$, but the two have the same average. Thus $e_b$ is a property of the settings as well as of the material.

## Why improving the bulk run does not help

Take slabs on a coarse $2\times2$ in-plane mesh. Unless stated otherwise, the meshes used here are centred on $\mathbf k=0$. Diagonalization gives $E_4=-165.32963$ eV and $E_{12}=-498.95819$ eV. A converged $8\times8\times8$ bulk mesh gives $e_{\rm sep}=-41.73323$ eV. Then

$$\gamma_4=\frac{-165.32963+166.93292}{0.1764}=9.089\ \mathrm{eV/nm^2},$$

while $\gamma_8=9.762$ and $\gamma_{12}=10.434\ \mathrm{eV/nm^2}$. A bulk run on the matched mesh, $2\times2$ in the plane and dense along the normal, gives $-41.70357$ eV. The mismatch is 29.66 meV, and (2) predicts a drift of $0.02966/0.1764=0.168\ \mathrm{eV/nm^2}$ per layer, as found.

One might instead give the bulk the same nominal mesh, $2\times2\times2$ in its primitive cell. This yields $-41.65858$ eV, a mismatch of $-44.99$ meV and a drift of $-0.255\ \mathrm{eV/nm^2}$ per layer. At $N=12$ the result has fallen to $5.356\ \mathrm{eV/nm^2}$. Continued by (2), it would turn negative at 34 layers, as if the crystal gained energy by cleaving.

The signs and sizes follow from the curvature of $F(w)$. With $x=4V^2/\Delta^2=0.25$, $F=\Delta\sqrt{1+xw}$. All the meshes have the same mean, $\bar w=3/2$. To second order about it, the energy $-2\langle F\rangle$ depends on the mesh through

$$-F''(\bar w)\,\mathrm{Var}(w)=\frac{\Delta x^2}{4(1+x\bar w)^{3/2}}\mathrm{Var}(w)=0.0388\ \mathrm{eV}\times\mathrm{Var}(w).$$

A fully sampled $\sin^2$ has variance $1/8$, so the converged bulk has $\mathrm{Var}(w)=3/8$. On the $2\times2$ mesh the in-plane part of $w$ takes the values $0,2,2,0$, with variance 1. The normal direction adds $1/8$, making $9/8$. On the $2\times2\times2$ primitive mesh, half the points have $w=0$ and half $w=3$, so the variance is $9/4$. The predicted mismatches are

$$0.0388\left(\tfrac98-\tfrac38\right)=0.029\ \mathrm{eV},\qquad 0.0388\left(\tfrac98-\tfrac94\right)=-0.044\ \mathrm{eV},$$

close to the computed 29.66 and $-44.99$ meV. Equal mesh labels in differently shaped cells do not mean equal sampling. The origin of the mesh matters too: a $2\times2$ mesh shifted by half a step has in-plane variance zero and $\mathrm{Var}(w)=1/8$, and its mismatch with the converged bulk is $-9.8$ meV (predicted $-9.7$ meV), of opposite sign.

The lattice constant can cause the same fault. Keep the bulk reference relaxed, but stretch the slab uniformly by 1%, both on converged meshes. The bulk energies now differ by 12.27 meV of elastic energy, and $\gamma_N$ drifts by $0.068\ \mathrm{eV/nm^2}$ per layer. For an epitaxial film the reference must likewise carry the film's strain; the uniform stretch used here is not itself a biaxial epitaxial strain.

## Letting the slabs supply the bulk energy

A fully matched bulk run does work: with it, $\gamma_N$ stays at $8.416\ \mathrm{eV/nm^2}$ for 4 to 12 layers. It requires every setting to be matched, however. The slabs already contain the right $e_b$, since (1) gives $E_N-E_{N-1}\simeq e_b$.

Using just the last difference is fragile. The intercept becomes

$$E_N-N(E_N-E_{N-1})=NE_{N-1}-(N-1)E_N .$$

If each slab energy has independent noise of standard deviation $\sigma$, the intercept has standard deviation $\sigma\sqrt{N^2+(N-1)^2}$. At $N=12$ this is $16.3\sigma$. For $\sigma=1$ meV, the error in $\gamma$ is $0.0163/0.1764=0.092\ \mathrm{eV/nm^2}$.

A least-squares line through $M$ slabs spreads the load. Let bars denote averages over the fitted slabs and $S=\sum(N-\bar N)^2$. Then

$$\hat e=\frac1S\sum_N(N-\bar N)E_N,\qquad \hat\gamma=\frac{\bar E-\bar N\hat e}{2A}. \tag{4}$$

Suppose a setting adds $cN$ to every slab energy. Then $\hat e$ rises by $c$ and $\bar E$ by $c\bar N$, so $\hat\gamma$ is unchanged. This is the cancellation the naive scheme lacks.

For the noise, $\mathrm{Var}(\bar E)=\sigma^2/M$ and $\mathrm{Var}(\hat e)=\sigma^2/S$. Their covariance is proportional to $\sum(N-\bar N)=0$. Hence

$$\mathrm{Var}(\hat\gamma)=\frac{\sigma^2}{4A^2}\left(\frac1M+\frac{\bar N^2}{S}\right).$$

For $N=4,\dots,12$ we have $M=9$, $\bar N=8$ and $S=60$. With $\sigma=1$ meV the standard deviation is $0.0062\ \mathrm{eV/nm^2}$, which simulated noisy fits reproduce. Systematic errors that vary irregularly with $N$, such as a mesh changed between slabs, are not covered by this formula.

The fit must also omit slabs that are too thin for (1). On the converged mesh, the departures from the asymptotic line are $51.82$, $-0.84$ and $0.02$ meV for $N=1,2,3$. Fitting these three slabs alone weights their energies in the intercept by $4/3$, $1/3$ and $-2/3$, according to (4). The intercept error is

$$\tfrac43(51.82)+\tfrac13(-0.84)-\tfrac23(0.02)=68.8\ \mathrm{meV},$$

or $0.39\ \mathrm{eV/nm^2}$ in $\gamma$. A straight line always returns an intercept, so the residuals and the effect of dropping the thinnest slab need inspection.

The procedure is then:

1. Fix the surface cell, in-plane mesh, lattice constant and all other accuracy settings for the whole series.
2. Compute several thicknesses and fit (4).
3. Drop the thinnest slabs until $\hat\gamma$ is stable within its noise.
4. Repeat the series with a finer in-plane mesh.
5. Use a separate bulk energy as a diagnostic: its difference from $\hat e$ measures the mismatch.

## The fitted result

The $2\times2$ energies for 4 to 12 layers lie on their line within $5.1\times10^{-7}$ eV. The two end slabs therefore suffice to show the arithmetic:

$$\hat e=\frac{-498.95819+165.32963}{8}=-41.70357\ \mathrm{eV},$$

$$\hat\gamma=\frac{-165.32963+4(41.70357)}{0.1764}=8.416\ \mathrm{eV/nm^2}=1.348\ \mathrm{J/m^2}.$$

The slope equals the matched bulk energy to the digits shown, although that energy was not used.

Step 4 is needed because the fit removes errors proportional to $N$, not errors in the second term of (3). The converged mesh gives $8.394\ \mathrm{eV/nm^2}$, or $1.345\ \mathrm{J/m^2}$. Its $2A\gamma$ consists of 3.579 eV Coulomb, $-2.522$ eV repulsion and 0.423 eV covalent energy: cleaving costs attraction but releases repulsion. Relative to this converged value, the coarse fit errs by 0.3%. At 12 layers, subtracting the converged bulk energy from the coarse slab errs by 24%.

For the stretched slab, the fit gives $8.900\ \mathrm{eV/nm^2}$. That is the surface energy of the stretched crystal, not a corrected value for the relaxed one. The fit removes the elastic bulk energy but retains the real dependence of $\gamma$ on strain.

## Relation to a real oxide, and limits

The parameters are round values roughly in the regime of magnesium oxide, whose (001) surface energy is roughly $1\ \mathrm{J/m^2}$. The model value is of that order but is not a prediction, because it keeps the bulk on-site levels at the surface and neglects the polarization of the ions there. The missing half crystal shifts the surface on-site levels by 0.905 eV. Including this shift in the outer layers changes $\gamma$ by $-3.03\ \mathrm{eV/nm^2}$, or 36% of the converged result. Adding the opposite shift of 0.011 eV in the second layer makes it $-2.99\ \mathrm{eV/nm^2}$. Both values use the formal charges, which the covalent transfer of 0.14 electrons lowers by about 7%. A separate estimate with a rough anion polarizability of $0.002\ \mathrm{nm^3}$ gives $-1.73\ \mathrm{eV/nm^2}$. Each was estimated without the other, and their joint effect was not calculated, so their sum should not be taken as a correction. With bulk on-site levels, rigid relaxation of the outer layer, 1.1 pm inward, contributes $-0.007\ \mathrm{eV/nm^2}$; with the on-site shifts of all layers included it is 1.8 pm and $-0.019\ \mathrm{eV/nm^2}$. The ions are unpolarizable in both cases and show almost no rumpling, so these values do not bound the relaxation energy of a real oxide. At a growth temperature of 1000 K, halving the vertical force constants of both surface ions, treated as independent oscillators, would lower the classical free energy by $k_BT\ln2$ per cell, or $0.68\ \mathrm{eV/nm^2}$. The halving is a round assumption: the model's own vertical force constants fall to 0.74 of the bulk value, giving $0.29\ \mathrm{eV/nm^2}$, or $0.55\ \mathrm{eV/nm^2}$ when the in-plane softening to 0.88 is added. Steps, vacancies and adsorbates are not included.

These corrections affect the model's $\gamma$, but a change confined to the surfaces leaves the slope alone. With the on-site shift included in both surface layers, the fitted slope changes by about $10^{-6}$ eV while the intercept changes strongly.

The extraction itself fails when (1) fails, or when the slope is not the field-free bulk energy. If $\Delta\to0$, $F$ can acquire a kink where $w=0$, and the exponential convergence behind (3) is lost. A polar slab with an uncompensated internal field stores field energy in proportion to its thickness. $E_N$ can stay linear in $N$, but that energy enters the slope, which is then no longer the field-free bulk energy: for the point ions of this model stacked along (111) the Coulomb slope is $-19.2$ eV per formula unit against $-47.9$ eV for the bulk. This regime lasts only while the potential drop across the slab stays below the gap. Here the unscreened drop is 57 V per bilayer against an 8 eV gap, so such a slab would compensate by charge transfer or reconstruction. Two unlike faces yield only their average surface energy, and a nonstoichiometric slab also needs chemical potentials. The numerical output below lists the energies and the drifts.

## Computed values

```
neighbour distance d = 0.210 nm, cell area A = 0.0882 nm^2
ion charge = 2 e, on-site splitting = 8.0 eV
hopping V = 1.00 eV, repulsion length = 0.030 nm
repulsion per bond from equilibrium = 1.2608 eV
Madelung constant: layer sum 1.74756, direct 1.74756
2*A*gamma, Coulomb part (8x8 mesh) = 3.5791 eV
2*A*gamma, repulsion part (8x8 mesh) = -2.5216 eV
2*A*gamma, covalent part (8x8 mesh) = 0.4233 eV
Slab energies, 2x2 mesh and 8x8 mesh:
  N= 4: -165.32963 eV, -165.45217 eV
  N= 6: -248.73677 eV, -248.91863 eV
  N= 8: -332.14391 eV, -332.38510 eV
  N=10: -415.55105 eV, -415.85156 eV
  N=12: -498.95819 eV, -499.31802 eV
fit slope, 2x2 slabs = -41.70357 eV per layer
matched bulk (2x2, dense normal) = -41.70357 eV
converged bulk (8x8x8) = -41.73323 eV
nominally equal bulk (2x2x2) = -41.65858 eV
fit gamma, 2x2 slabs = 8.4164 eV/nm^2 = 1.3485 J/m^2
fit gamma, 8x8 slabs = 8.3943 eV/nm^2 = 1.3449 J/m^2
largest fit residual, 2x2 slabs = 5.1e-07 eV
gamma_N of 2x2 slabs (eV/nm^2) with bulk matched, 8x8x8, 2x2x2:
  N= 4: 8.4164, 9.0890, 7.3963
  N= 8: 8.4164, 9.7616, 6.3762
  N=12: 8.4164, 10.4342, 5.3561
mismatch e_b - e_sep, 8x8x8 bulk = 29.66 meV
mismatch e_b - e_sep, 2x2x2 bulk = -44.99 meV
drift, 8x8x8 bulk = 0.1682 eV/nm^2 per layer
drift, 2x2x2 bulk = -0.2550 eV/nm^2 per layer
slab stretched 1%: bulk mismatch = 12.27 meV
slab stretched 1%: drift = 0.0682 eV/nm^2 per layer
slab stretched 1%: fit gamma = 8.9000 eV/nm^2
departure from line at N=1: 51.8166 meV
departure from line at N=2: -0.8377 meV
departure from line at N=3: 0.0193 meV
fit gamma from N=1,2,3 only = 8.7843 eV/nm^2
noise 1.0 meV: sd of gamma, formula 0.00615, simulated 0.00615 eV/nm^2
Neglected effects, change of gamma:
  outer layer moves -1.08 pm: -0.0066 eV/nm^2
  on-site levels shift 0.905 eV: -3.0297 eV/nm^2
  slope change caused by that shift = 1.2e-06 eV
  anion polarizability 0.002 nm^3, field 19.24 V/nm: -1.7254 eV/nm^2
  vibrations at 1000 K (estimate): -0.6772 eV/nm^2
```
